# Why a one-electron Pourbaix line rounds its corner by RT ln2/F: a numerical check

```python
"""
Result under test: for Ox + e- = Red, where Ox loses one proton (constant K),
the line of equal TOTAL concentrations is
    E = E0 - (RT/F) ln(1 + K/h),   h = proton activity,
and it lies below its two straight asymptotes by at most RT ln2 / F, at pH = pKa.

Symbols: potentials in mV against the standard hydrogen electrode; vt = RT/F in mV;
mu = standard chemical potential divided by RT, with protons (and any free ligand)
supplied by a reservoir; alpha = deprotonated fraction of the oxidised state.
A species is a pair (number of iron atoms, mu). Fe2+ has mu = 0.
Example: trace iron in a dilute acid rinse; all chemical constants are rough.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

FARADAY = physical_constants["Faraday constant"][0]
LN10 = np.log(10.0)
T = 298.15
VT = 1000 * R * T / FARADAY
E0, PKA = 770.0, 2.2
HALF_TOTAL = 5e-6                      # mol/L of each oxidation state


# ---- Road 1: minimise the Gibbs energy, then differentiate the minimum ----
def minimum_gibbs(total, mus):
    """Minimum Gibbs energy density / RT of one or two ideal dilute species."""
    if len(mus) == 1:
        return total * (mus[0] + np.log(total) - 1)

    def gibbs(logit):
        f = 1 / (1 + np.exp(-logit))
        g = 1 / (1 + np.exp(logit))
        return (g * (mus[0] + np.log(total * g) - 1)
                + f * (mus[1] + np.log(total * f) - 1))
    best = minimize_scalar(gibbs, bounds=(-20, 20), method="bounded",
                           options={"xatol": 1e-9})
    return total * best.fun


def gibbs_slope(mus):
    step = 1e-3 * HALF_TOTAL
    return (minimum_gibbs(HALF_TOTAL + step, mus)
            - minimum_gibbs(HALF_TOTAL - step, mus)) / (2 * step)


def gibbs_line(pH):
    mu3 = E0 / VT
    return VT * (gibbs_slope([mu3, mu3 + LN10 * (PKA - pH)])
                 - gibbs_slope([0.0]))


# ---- Road 2: solve the mass balance of any list of species ----
def potential_of_total(species, total=HALF_TOTAL):
    nu = np.array([s[0] for s in species], float)
    mu = np.array([s[1] for s in species], float)

    def excess(lam):
        return logsumexp(np.log(nu) + nu * lam - mu) - np.log(total)
    return brentq(excess, -150, 150, xtol=1e-13, rtol=1e-14)


def ferric(pH, e0=E0, pka=PKA, vt=VT):
    mu3 = e0 / vt
    return [(1, mu3), (1, mu3 + LN10 * (pka - pH))]


FERROUS = [(1, 0.0)]


def balance_line(ox, red=FERROUS, vt=VT):
    return vt * (potential_of_total(ox) - potential_of_total(red))


def simple_line(pH):
    return balance_line(ferric(pH))


def measured_corner(curve, near):
    """Corner pH and rounding from asymptotes extrapolated numerically."""
    flat = curve(near - 7)
    far, farther = curve(near + 7), curve(near + 8)
    corner = near + 7 + (flat - far) / (farther - far)
    return corner, flat - curve(corner)


# ---- Derived formulas ----
def formula_line(pH):
    return E0 - VT * np.log(1 + 10 ** (pH - PKA))


def broken_line(pH):
    return min(E0, E0 - VT * LN10 * (pH - PKA))


def alpha(pH):
    return 1 / (1 + 10 ** (PKA - pH))


bound = VT * np.log(2)

# The curve, the gap and the place and size of its maximum
grid = PKA + np.linspace(-3, 3, 121)
from_gibbs = np.array([gibbs_line(p) for p in grid])
assert np.allclose(from_gibbs, [formula_line(p) for p in grid], atol=1e-4, rtol=0)
assert np.allclose(from_gibbs, [simple_line(p) for p in grid], atol=1e-4, rtol=0)
gap = np.array([broken_line(p) for p in grid]) - from_gibbs
assert np.argmax(gap) == 60 and abs(gap[60] - bound) < 1e-4
assert np.allclose(gap, VT * np.log(1 + 10 ** (-abs(grid - PKA))), atol=1e-4, rtol=0)
corner, rounding = measured_corner(simple_line, PKA)
assert abs(corner - PKA) < 1e-5 and abs(rounding - bound) < 1e-4

# Slope and curvature follow the deprotonated fraction
d = 0.01
for p in (1.2, 1.9, 2.2, 2.8, 3.2):
    lo, mid, hi = (simple_line(p + s) for s in (-d, 0, d))
    a = alpha(p)
    assert abs((hi - lo) / (2 * d) + VT * LN10 * a) < 2e-3
    assert abs((hi - 2 * mid + lo) / d**2 + VT * LN10**2 * a * (1 - a)) < 1e-2
slope_corner = (simple_line(PKA + d) - simple_line(PKA - d)) / (2 * d)
curv_corner = (simple_line(PKA + d) - 2 * simple_line(PKA)
               + simple_line(PKA - d)) / d**2

# On the broken line at the corner the oxidised total is twice the reduced total
lam_ox = potential_of_total(FERROUS) + broken_line(PKA) / VT
total_ratio = sum(np.exp(lam_ox - mu) for _, mu in ferric(PKA)) / HALF_TOTAL
assert abs(total_ratio - 2) < 1e-9

# Mirror case: the reduced form takes up the proton, so the curve lies above
mirror = balance_line([(1, E0 / VT)], [(1, 0.0), (1, 0.0)]) - E0
assert abs(mirror - bound) < 1e-8
for p in (0.2, 1.7, 2.7, 4.2):
    e = balance_line([(1, E0 / VT)], [(1, 0.0), (1, LN10 * (p - PKA))])
    envelope = max(E0, E0 + VT * LN10 * (PKA - p))
    assert 0 < e - envelope < bound

# Counterexample: two coincident proton steps exceed the one-step bound
def coincident(pH):
    x = LN10 * (PKA - pH)
    return balance_line([(1, E0 / VT), (1, E0 / VT + x), (1, E0 / VT + 2 * x)])
two_corner, two_step = measured_corner(coincident, PKA)
assert abs(two_corner - PKA) < 1e-5
assert abs(two_step - VT * np.log(3)) < 1e-4 and two_step > bound

# Distance from pKa at which the gap has fallen to 1 mV
reach = brentq(lambda x: E0 - simple_line(PKA - x) - 1.0, 0, 4)
assert abs(reach + np.log10(np.exp(1 / VT) - 1)) < 1e-8

# ---- Neglected effects, from rough constants ----
LOG_B2, LOG_DIMER, PKA_FE2, LOG_KS = -5.7, -2.95, 9.5, 3.5
LIGAND = 1e-3                           # free ligand, mol/L
LOG_CL, LOG_SO4, LOG_SO4_FE2 = 1.5, 4.0, 2.2
MU3 = E0 / VT


def second_step(pH):
    return balance_line(ferric(pH) + [(1, MU3 - LN10 * (LOG_B2 + 2 * pH))])


def with_dimer(pH):
    return balance_line(ferric(pH) + [(2, 2 * MU3 - LN10 * (LOG_DIMER + 2 * pH))])


def ferrous_hydrolysis(pH):
    return balance_line(ferric(pH), FERROUS + [(1, LN10 * (PKA_FE2 - pH))])


def bound_ligand(log_k):
    return -LN10 * log_k - np.log(LIGAND)


def chloride(pH):
    return balance_line(ferric(pH) + [(1, MU3 + bound_ligand(LOG_CL))])


def sulfate(pH):
    return balance_line(ferric(pH) + [(1, MU3 + bound_ligand(LOG_SO4))],
                        FERROUS + [(1, bound_ligand(LOG_SO4_FE2))])


def ln_gamma(charge, ionic):
    root = np.sqrt(ionic)
    return -LN10 * 0.509 * charge**2 * (root / (1 + root) - 0.3 * ionic)


def salted(ionic):
    def curve(pH):
        (_, m3), (_, moh) = ferric(pH)
        return balance_line([(1, m3 + ln_gamma(3, ionic)),
                             (1, moh + ln_gamma(2, ionic))],
                            [(1, ln_gamma(2, ionic))])
    return curve


T_HOT, DE_DT, DH = 333.15, 1.2, 43e3    # K, mV/K, J/mol
VT_HOT = 1000 * R * T_HOT / FARADAY
E0_HOT = E0 + DE_DT * (T_HOT - T)
PKA_HOT = PKA + DH / (R * LN10) * (1 / T_HOT - 1 / T)


def hot(pH):
    return balance_line(ferric(pH, E0_HOT, PKA_HOT, VT_HOT), vt=VT_HOT)


so4_corner, so4_round = measured_corner(sulfate, PKA)
salt_corner, salt_round = measured_corner(salted(0.1), PKA)
hot_corner, hot_round = measured_corner(hot, PKA_HOT)
assert abs(so4_round - bound) < 1e-4 and abs(salt_round - bound) < 1e-4
assert abs(so4_corner - PKA - np.log10(1 + 10**LOG_SO4 * LIGAND)) < 1e-5
assert abs(hot_round / bound - T_HOT / T) < 1e-5


def shift(curve, pH=PKA):
    return curve(pH) - simple_line(pH)


assert abs(shift(second_step)) < 1 and abs(shift(second_step, 3.2)) > 5
assert abs(shift(with_dimer)) < 0.1 and abs(shift(ferrous_hydrolysis)) < 0.01


def log_solubility(pH):
    return (LOG_KS - 3 * pH
            + np.log10(1 + 10 ** (pH - PKA) + 10 ** (2 * pH + LOG_B2)))


pH_solid = brentq(lambda p: log_solubility(p) - np.log10(HALF_TOTAL), 2, 4.5)
assert pH_solid > PKA

# ---- Numbers ----
print(f"temperature: {T:.2f} K")
print(f"RT/F: {VT:.3f} mV")
print(f"RT ln10/F: {VT * LN10:.2f} mV per pH")
print(f"bound RT ln2/F: {bound:.2f} mV")
print(f"input E0: {E0:.0f} mV; input pKa: {PKA:.1f}")
print(f"total iron: {2e6 * HALF_TOTAL:.0f} umol/L, half in each state")
print("pH | alpha | E (mV) | broken line (mV) | gap (mV)")
for p in (1.2, 1.7, 2.2, 2.7, 3.2):
    e = gibbs_line(p)
    b = broken_line(p)
    print(f"{p:.1f} | {alpha(p):.4f} | {e:.2f} | {b:.2f} | {b - e:.2f}")
print(f"largest Gibbs-minus-formula error: "
      f"{max(abs(from_gibbs - [formula_line(p) for p in grid])):.1e} mV")
print(f"slope at pKa: {slope_corner:.2f} mV per pH")
print(f"curvature at pKa: {curv_corner:.2f} mV per pH^2")
print(f"Fe(III)/Fe(II) totals on broken line at pKa: {total_ratio:.4f}")
print(f"gap is 1 mV at distance from pKa: {reach:.2f} pH")
print(f"mirror case, curve above corner by: {mirror:.2f} mV")
print(f"two coincident steps, rounding: {two_step:.2f} mV")
print("Neglected effects: shift of E from the simple line")
print(f"second hydrolysis, pH 2.2: {shift(second_step):.2f} mV")
print(f"second hydrolysis, pH 3.2: {shift(second_step, 3.2):.2f} mV")
print(f"gap at pH 2.2 with second hydrolysis: {E0 - second_step(PKA):.2f} mV")
print(f"dimer, pH 2.2: {shift(with_dimer):.1e} mV")
print(f"Fe(II) hydrolysis, pH 2.2: {shift(ferrous_hydrolysis):.1e} mV")
print(f"free ligand concentration: {1e3 * LIGAND:.0f} mmol/L")
print(f"chloride, pH 2.2: {shift(chloride):.2f} mV")
print(f"sulfate, pH 2.2: {shift(sulfate):.1f} mV")
print(f"sulfate: corner pH {so4_corner:.2f}, rounding {so4_round:.2f} mV")
for ionic in (0.01, 0.1):
    print(f"ionic strength {ionic} mol/L: flat branch shift "
          f"{shift(salted(ionic), PKA - 7):.1f} mV")
print(f"0.1 mol/L: corner pH {salt_corner:.2f}, rounding {salt_round:.2f} mV")
print(f"at {T_HOT:.2f} K: E0 {E0_HOT:.0f} mV, corner pH {hot_corner:.2f}")
print(f"at {T_HOT:.2f} K: rounding {hot_round:.2f} mV")
print(f"ferric hydroxide saturates at pH: {pH_solid:.1f}")
print("all assertions hold")
```

Printed output:

```
temperature: 298.15 K
RT/F: 25.693 mV
RT ln10/F: 59.16 mV per pH
bound RT ln2/F: 17.81 mV
input E0: 770 mV; input pKa: 2.2
total iron: 10 umol/L, half in each state
pH | alpha | E (mV) | broken line (mV) | gap (mV)
1.2 | 0.0909 | 767.55 | 770.00 | 2.45
1.7 | 0.2403 | 762.94 | 770.00 | 7.06
2.2 | 0.5000 | 752.19 | 770.00 | 17.81
2.7 | 0.7597 | 733.36 | 740.42 | 7.06
3.2 | 0.9091 | 708.39 | 710.84 | 2.45
largest Gibbs-minus-formula error: 1.0e-10 mV
slope at pKa: -29.58 mV per pH
curvature at pKa: -34.05 mV per pH^2
Fe(III)/Fe(II) totals on broken line at pKa: 2.0000
gap is 1 mV at distance from pKa: 1.40 pH
mirror case, curve above corner by: 17.81 mV
two coincident steps, rounding: 28.23 mV
Neglected effects: shift of E from the simple line
second hydrolysis, pH 2.2: -0.64 mV
second hydrolysis, pH 3.2: -9.65 mV
gap at pH 2.2 with second hydrolysis: 18.44 mV
dimer, pH 2.2: -1.8e-03 mV
Fe(II) hydrolysis, pH 2.2: 1.3e-06 mV
free ligand concentration: 1 mmol/L
chloride, pH 2.2: -0.40 mV
sulfate, pH 2.2: -42.3 mV
sulfate: corner pH 3.24, rounding 17.81 mV
ionic strength 0.01 mol/L: flat branch shift -13.2 mV
ionic strength 0.1 mol/L: flat branch shift -31.7 mV
0.1 mol/L: corner pH 2.74, rounding 17.81 mV
at 333.15 K: E0 812 mV, corner pH 1.41
at 333.15 K: rounding 19.90 mV
ferric hydroxide saturates at pH: 3.4
all assertions hold
```
